# Two-level truncation of a double well in Coulomb and dipole gauges, part 2

A charge in a double well with a low tunnelling doublet couples to one cavity mode of frequency $\omega$. The question is when projection on the two lowest matter levels holds in each gauge. Units: $\hbar=m=1$, length $\ell$, energy $e_0=\hbar^2/m\ell^2$. The matter Hamiltonian

$$H_m=\frac{p^2}{2}-\frac{\beta x^2}{2}+\frac{x^4}{4}$$

has levels $|n\rangle$ of alternating parity, energies $E_n$ with $E_0=0$, and $\omega_{nk}=E_n-E_k$; $p_{nk}=i\,\omega_{nk}\,x_{nk}$. In $|k,N\rangle$, $N$ is the photon number. With $qA=\lambda X$, $X=a+a^\dagger$, $Y=i(a^\dagger-a)$, $D=\lambda^2/2$, the full Hamiltonians, which have the same spectrum, are

$$H_C=H_m+\omega a^\dagger a-\lambda pX+DX^2,$$
$$H_D=H_m+\omega a^\dagger a+\omega\lambda\,xY+\omega\lambda^2x^2.$$

Let $P=|0\rangle\langle0|+|1\rangle\langle1|$, $\sigma_z=|1\rangle\langle1|-|0\rangle\langle0|$, $\sigma_x=|1\rangle\langle0|+|0\rangle\langle1|$, $\sigma_y=-i|1\rangle\langle0|+i|0\rangle\langle1|$, $\eta=\lambda x_{10}$, $f=2\omega_{10}|x_{10}|^2$, $D=\eta^2\omega_{10}/f$. Model C is

$$PH_CP=\omega a^\dagger a+\frac{\omega_{10}}{2}(\sigma_z+1)+g_C\,\sigma_yX+DX^2,\qquad g_C=\eta\,\omega_{10}.$$

Model D is $PH_DP$. Model R replaces its $Px^2P$ by $x_{10}^2$:

$$H_R=\omega\,(a^\dagger-i\eta\sigma_x)(a+i\eta\sigma_x)+\frac{\omega_{10}}{2}(\sigma_z+1),$$

with the equivalent cosine–sine form

$$TH_RT^\dagger=\omega a^\dagger a+\frac{\omega_{10}}{2}\big[1+\sigma_z\cos2\eta X+\sigma_y\sin2\eta X\big].$$

The ground energies of C and D are upper bounds on the exact one.

The errors $\varepsilon=E_{\rm truncated}-E_{\rm exact}$ at order $\lambda^2$ are

$$\varepsilon_C=\lambda^2\sum_{n\ge2}|x_{nk}|^2\,\omega_{nk}^2B_n,\qquad\varepsilon_D=\lambda^2\sum_{n\ge2}|x_{nk}|^2\,\omega^2B_n,$$
$$\varepsilon_R=\varepsilon_D-\omega\lambda^2\sum_{n\ge2}|x_{nk}|^2,\qquad B_n=\frac{N+1}{\omega_{nk}+\omega}+\frac{N}{\omega_{nk}-\omega},$$

where $\sum_{n\ge2}|x_{nk}|^2=\langle x^2\rangle_{kk}-x_{10}^2$. With $\omega_{\min}=\omega_{30}$ for $k=0$ and $\omega_{21}$ for $k=1$, $\omega<\omega_{\min}$ gives

$$\varepsilon_D\le\Big(\frac{\omega}{\omega_{\min}}\Big)^2\varepsilon_C,$$
$$\varepsilon_C=D\,(1\mp f)(2N+1)(1+\delta),\qquad|\delta|\le\frac{\omega}{\omega_{\min}-\omega},$$

upper sign for $k=0$. The Thomas–Reiche–Kuhn (TRK) remainders are $\sum_{n\ge2}2\omega_{nk}|x_{nk}|^2=1\mp f$. On resonance in a deep well, the bound on $\varepsilon_D/\omega$ scales roughly as $\omega_{10}$. Model D misses the lowering of the mode frequency by the discarded levels' polarizability.

At $\omega=\omega_{10}$, each member of the doublet $\{|1,N\rangle,|0,N+1\rangle\}$ errs by the mean of the two diagonal errors at order $\eta^2$. For model C with $\delta$ neglected, its excitation energy errs by $(2N+1)D$.

In the ground state, the first-order amplitudes of $|n,1\rangle$ have moduli

$$c_n^C=\frac{\lambda\,\omega_{n0}|x_{n0}|}{\omega_{n0}+\omega},\qquad c_n^D=\frac{\lambda\,\omega\,|x_{n0}|}{\omega_{n0}+\omega}.$$

The example has $\beta=3$, $\omega=\omega_{10}$.

### Beyond perturbation theory

Model C can be brought to Rabi form exactly. From $Y^2=-a^2-a^{\dagger2}+2a^\dagger a+1$ follows $a^\dagger a=(X^2+Y^2)/4-\tfrac12$, so

$$\omega a^\dagger a+DX^2=\frac{\omega}{4}Y^2+\frac{\omega+4D}{4}X^2-\frac{\omega}{2}.$$

The scaling $X=s\tilde X$, $Y=\tilde Y/s$ preserves $[X,Y]=2i$, so $\tilde X=b+b^\dagger$ and $\tilde Y=i(b^\dagger-b)$ define new boson operators. The two coefficients are equal when $\omega/s^2=(\omega+4D)s^2$, and their common value times 4 is $\tilde\omega$. Multiplying the two expressions gives $\tilde\omega^2=\omega(\omega+4D)$, and $s^2=\omega/\tilde\omega$. Then

$$PH_CP=\tilde\omega\,b^\dagger b+\frac{\omega_{10}}{2}(\sigma_z+1)+\tilde g\,\sigma_y\tilde X+\frac{\tilde\omega-\omega}{2},\qquad\tilde\omega=\sqrt{\omega^2+4D\omega},\quad\tilde g=g_C\sqrt{\omega/\tilde\omega}.$$

With $g_C^2/\omega_{10}=\eta^2\omega_{10}=fD$,

$$\frac{4\tilde g^2}{\tilde\omega\,\omega_{10}}=\frac{4fD\,\omega}{\tilde\omega^2}=f\,\frac{4D}{\omega+4D}<f\le1 .$$

It follows that $\tilde g^2/\tilde\omega^2<f\omega_{10}/(4\tilde\omega)$, which tends to zero as $\eta$ and with it $\tilde\omega$ grow. At large $\eta$ model C is a weakly coupled, far-detuned Rabi model. Second order in $\tilde g$ then applies: $|0,0\rangle$ couples to $|1,1\rangle$ and moves by $-\tilde g^2/(\tilde\omega+\omega_{10})$, and $|1,0\rangle$ couples to $|0,1\rangle$ and moves by $-\tilde g^2/(\tilde\omega-\omega_{10})$. The lowest gap is

$$\Delta_C\approx\omega_{10}-\frac{2\tilde g^2\omega_{10}}{\tilde\omega^2-\omega_{10}^2},$$

which returns to $\omega_{10}$ as $\eta\to\infty$.

The dipole models do the opposite. In $H_R$ without the $\sigma_z$ term, $\sigma_x=s'=\pm1$ is conserved, and the two ground states are $|s'\rangle|\alpha_{s'}\rangle$ with coherent states obeying $a|\alpha_{s'}\rangle=-i\eta s'|\alpha_{s'}\rangle$. The overlap of coherent states is $\langle\alpha|\alpha'\rangle=\exp(-\tfrac12|\alpha|^2-\tfrac12|\alpha'|^2+\alpha^*\alpha')$, which is $e^{-2\eta^2}$ for $\alpha'=-\alpha$ and $|\alpha|=\eta$. The term $\tfrac12\omega_{10}\sigma_z$ flips $s'$ and splits the pair by $\Delta_R\approx\omega_{10}e^{-2\eta^2}$ at first order in $\omega_{10}/\omega$. A particle on the left and a particle on the right displace the field in opposite directions, and tunnelling is quenched by the small overlap of the two field states.

### Numbers for $\beta=3$, $\omega=\omega_{10}$

The numerical check solves $H_m$ on a grid and, independently, in an oscillator basis, and diagonalizes the coupled Hamiltonians. For $\beta=3$ the minima lie at $\pm1.7321\,\ell$ and the barrier is $2.25\,e_0$ high. This well is only moderately deep: the doublet is the only pair of levels below the barrier, $|x_{10}|$ is $0.86$ of the position of a minimum, and $f$ turns out to be $0.37$ rather than much smaller than 1. The spacings are $\omega_{10}=0.083875$, $\omega_{21}=1.45992$ and $\omega_{30}=2.39077$ in $e_0$, so $\omega_{21}/\omega_{10}=17.41$ and $\omega_{30}/\omega_{10}=28.50$. The allowed elements from the ground level are:

| $n$ | $\omega_{n0}$ ($e_0$) | $\lvert x_{n0}\rvert$ ($\ell$) | $\lvert p_{n0}\rvert$ ($\hbar/\ell$) |
|---|---|---|---|
| 1 | 0.08388 | 1.492245 | 0.125162 |
| 3 | 2.39077 | 0.355536 | 0.850005 |
| 5 | 5.18214 | 0.045745 | 0.237056 |
| 7 | 8.57732 | 0.004506 | 0.038650 |
| 9 | 12.45875 | 0.000379 | 0.004720 |

The spacings and position elements come from the grid and the momentum elements from the oscillator basis; the program tests $|p_{nk}|=|\omega_{nk}x_{nk}|$ between the two to $10^{-7}$ for the ten lowest levels. The discarded element $|x_{30}|$ is $0.3555/1.4922=0.24$ of the retained one. The discarded element $|p_{30}|$ is $0.8500/0.1252=6.8$ times the retained one, and $|p_{21}|=0.93576$ is $7.5$ times. Past $n=3$ the momentum elements fall, but even $|p_{50}|$ exceeds $|p_{10}|$.

The oscillator strength of the doublet is $f=2\times0.083875\times2.22679=0.37355$. Level 3 carries $2\times2.39077\times0.355536^2=0.6044$, level 5 carries $2\times5.18214\times0.045745^2=0.0217$ and level 7 carries $0.0003$. These add up to the remainder $1-f=0.62645$ within rounding. For $k=1$ the remainder is $1.37355=1+f$. Both remainders are tested to $10^{-8}$. On resonance $D/(\eta^2\omega)=1/f=2.6771$.

The untruncated Hamiltonians agree: at $\eta=1$ the six lowest levels of $H_C$ (30 matter levels, 40 photon states) and of $H_D$ (16 and 50) differ by at most $3.4\times10^{-13}\,\omega$.

For the second-order errors use $\lambda^2=\eta^2/x_{10}^2$ and measure energies in $\eta^2\omega$, so that each sum is divided by $x_{10}^2\omega=2.22679\times0.083875=0.18677$. For $|0,0\rangle$, $B_n=1/(\omega_{n0}+\omega)$, and the Coulomb terms $|p_{n0}|^2B_n$ are

$$n=3:\ \frac{0.850005^2}{2.47465\times0.18677}=1.5632,\qquad n=5:\ \frac{0.237056^2}{5.26602\times0.18677}=0.0571,\qquad n=7:\ 0.0009 .$$

The sum is $\varepsilon_C=1.6213\,\eta^2\omega$. The dipole terms are these divided by $(\omega_{n0}/\omega)^2$, which is $812.5$ for $n=3$ and $(5.18214/0.083875)^2=3817$ for $n=5$: $0.001924+0.000015=0.001939$. For model R subtract $(\langle x^2\rangle_{00}-x_{10}^2)/x_{10}^2=(2.35531-2.22679)/2.22679=0.05772$, which gives $-0.05578$. Diagonalization extrapolated to $\eta\to0$ returns $1.62128$, $0.001939$ and $-0.055776$. The three lowest states have, in units of $\eta^2\omega$:

| state | $\varepsilon_C$ | $\varepsilon_D$ | $\varepsilon_R$ |
|---|---|---|---|
| $\lvert0,0\rangle$ | 1.62128 | 0.001939 | −0.055776 |
| $\lvert1,0\rangle$ | 3.49218 | 0.010262 | −0.184869 |
| $\lvert0,1\rangle$ | 4.97940 | 0.005958 | −0.051757 |

The ratios $\varepsilon_C/\varepsilon_D$ are $836$ for $|0,0\rangle$ and $340$ for $|1,0\rangle$, above their lower bounds $812.5$ and $303.0$. The sum-rule values of $\varepsilon_C$ are $1/f-1=1.67705$ and $1/f+1=3.67705$. The corrections are $\delta=1.62128/1.67705-1=-0.033$ and $3.49218/3.67705-1=-0.050$, inside the bounds $1/27.50=0.036$ and $1/16.41=0.061$. The program tests the three error formulas against diagonalization to $0.2\%$ of each error: on resonance for the ground state and the sum over the lowest doublet, and at $\omega=0.6\,\omega_{10}$ state by state for five states, where it also tests the inequality between $\varepsilon_D$ and $\varepsilon_C$ and the bound on $\delta$.

The weight of the exact ground state outside $P$, found from the eigenvector at $\eta=0.01$, is $5.39\times10^{-2}\eta^2$ in the Coulomb gauge and $6.55\times10^{-5}\eta^2$ in the dipole gauge, within the tested $1\%$ of $\sum_n(c_n)^2$. The Coulomb weight is small: at $\eta=0.1$ it is $5\times10^{-4}$. A small weight does not mean a small error, because each term of $\varepsilon_C(0,0)$ equals $(c_n^C)^2(\omega_{n0}+\omega)$. For $n=3$ the weight is $(0.850005/2.47465)^2/2.22679=0.0530$ in units of $\eta^2$, the energy distance is $29.50\,\omega$, and the product is the $1.563$ found above.

At finite coupling the reference is $H_D$ with 10 matter levels and 50 photon states, tested at $\eta=1.5$ against 16 and 70 to $10^{-5}\omega$. The lowest gap, in units of $\omega$, is:

| $\eta$ | exact | C | D | R |
|---|---|---|---|---|
| 0.1 | 0.90071 | 0.92647 | 0.90077 | 0.90011 |
| 0.3 | 0.70776 | 0.89541 | 0.70799 | 0.70284 |
| 0.5 | 0.52528 | 0.91243 | 0.52536 | 0.51327 |
| 1.0 | 0.15976 | 0.94737 | 0.15726 | 0.13777 |
| 1.5 | 0.01788 | 0.96351 | 0.01630 | 0.01188 |

At $\eta=0.1$ the resonance rule predicts the error of this gap as the doublet mean minus the ground-state error. For C it is $[(3.49218+4.97940)/2-1.62128]\times0.01=0.0261$, against $0.92647-0.90071=0.0258$. For D it is $[(0.010262+0.005958)/2-0.001939]\times0.01=0.00006$, against $0.00006$. For R it is $[(-0.184869-0.051757)/2+0.055776]\times0.01=-0.00063$, against $-0.00060$. The differences are of the order $\eta^3=10^{-3}$ or smaller, as the derivation allows.

The gap of model C falls at first and then rises again towards $\omega_{10}$. At $\eta=1.5$ one has $D/\omega=6.0234$, $\tilde\omega/\omega=\sqrt{1+4\times6.0234}=5.0093$ and $4\tilde g^2/(\tilde\omega\omega_{10})=0.3587$, below $f$. Then $\tilde g^2=0.3587\times5.0093/4=0.4492\,\omega^2$ and $\Delta_C\approx1-2\times0.4492/(25.09-1)=0.963$, against $0.9635$. The estimate $e^{-2\eta^2}$ for model R gives $0.135$ at $\eta=1$ and $0.0111$ at $\eta=1.5$, against $0.1378$ and $0.0119$. It is low by $1.8\%$ and $6.5\%$ of the computed gap, being first order in $\omega_{10}/\omega$, which equals 1 here. The program tests the Bogoliubov form against model C and the cosine–sine form against model R at $\eta=0.3$, $1.0$ and $1.5$ to $10^{-7}\omega$, and it tests that the ground energies of C and D lie above the exact one at all five couplings of the table.

The largest error among the three lowest excitation energies, relative to $\omega$, is:

| $\eta$ | C | D | R |
|---|---|---|---|
| 0.1 | 0.0806 | 0.00017 | 0.00065 |
| 0.3 | 0.634 | 0.00126 | 0.00642 |
| 0.5 | 1.278 | 0.00277 | 0.0198 |
| 1.0 | 3.010 | 0.0102 | 0.0285 |
| 1.5 | 4.914 | 0.0318 | 0.0545 |

At small $\eta$ the third excitation is the lower member of the doublet $\{|1,1\rangle,|0,2\rangle\}$, for which model C errs by $3D=3\times2.6771\,\eta^2\omega=8.03\,\eta^2\omega$. This value neglects $\delta$ and gives $0.0803$ at $\eta=0.1$, against $0.0806$. The closeness is partly accidental: with $\delta$ kept the coefficient of $\eta^2$ is $7.98$, which gives $0.0798$, and higher orders in $\eta$ supply the rest. It reaches $1\%$ of $\omega$ at $\eta=\sqrt{0.01f/3}=0.035$, and the diagonalization puts the first crossing at $0.035$. At $\eta=1.5$ the third excitation of model C is the state $|1,1\rangle$ of the $b$ mode. Second order in $\tilde g$ puts it at $\tilde\omega+\omega_{10}-2\tilde g^2/(\tilde\omega-\omega_{10})+2\tilde g^2/(\tilde\omega+\omega_{10})=5.93\,\omega$ above the ground state, and diagonalization gives $5.94\,\omega$. In the displaced-oscillator picture the exact one is near $\omega$, and it is found at $1.02\,\omega$. The difference of $5.9375\,\omega$ and $1.0236\,\omega$ is the computed $4.91\,\omega$. By the same $1\%$ criterion model R first fails at $\eta=0.368$ and model D at $\eta=0.993$. Model C is thus out by $8\%$ of $\omega$ at $\eta=0.1$, where the ultrastrong regime is taken to begin, and model D stays within $1\%$ of $\omega$ up to a coupling $0.993/0.035\approx28$ times the Coulomb threshold.

### Where the dipole truncation holds and where it does not

The survival of the dipole models is conditional in four ways.

It depends on what the error is compared with. At $\eta=1.5$ the lowest gap of model D is off by only $0.0016\,\omega$, but this is $(0.01788-0.01630)/0.01788=9\%$ of the gap itself, and model R is off by $(0.01788-0.01188)/0.01788=34\%$. At $\eta=1$ the figures are $1.6\%$ and $14\%$. At these two couplings most of the error of model R in the lowest gap comes from the $x^2$ term it lacks. That term multiplies the bare splitting, which stands in front of $e^{-2\eta^2}$ in the gap, by $1+0.137\,\eta^2$. This is $1.14$ at $\eta=1$ and $1.31$ at $\eta=1.5$, and the computed gaps of D and R stand in the ratios $1.14$ and $1.37$. The smaller error that remains in model D is due to the discarded levels and is not resolved further here.

It depends on the treatment of $x^2$. Models D and R differ only in $\omega\lambda^2(Px^2P-x_{10}^2)$, and because $\langle x^2\rangle_{11}=2.66131$ exceeds $\langle x^2\rangle_{00}=2.35531$, this term raises the doublet splitting by $(2.66131-2.35531)/2.22679=0.137$ in units of $\eta^2\omega$. Omitting it moves the $1\%$ threshold from $0.993$ down to $0.368$.

It ends at large $\eta$. The error of model D has a small coefficient but grows with the coupling; the missing polarizability alone shifts the photon energy by $\varepsilon_D(0,1)-\varepsilon_D(0,0)=0.0040\,\eta^2\omega$ at order $\lambda^2$. The table shows growth slower than $\eta^2$ between $\eta=0.1$ and $0.5$ (a factor 16 instead of 25) and faster than $\eta^2$ between $1.0$ and $1.5$ (a factor 3.1 instead of 2.25). That range lies outside the second-order formula.

It requires $\omega\ll\omega_{\min}$, which on resonance means strong anharmonicity. Changing the depth of the well at $\omega=\omega_{10}$ gives the following, where the last three columns are the largest error of the three lowest excitations relative to $\omega$ at $\eta=0.5$:

| $\beta$ | $f$ | $\omega_{21}/\omega_{10}$ | C | D | R |
|---|---|---|---|---|---|
| 2 | 0.8117 | 3.42 | 0.644 | 0.0373 | 0.0747 |
| 3 | 0.3735 | 17.41 | 1.278 | 0.00277 | 0.0198 |
| 4 | 0.0660 | 220.4 | 3.542 | 0.00011 | 0.00212 |

The second-order ratio $\varepsilon_C/\varepsilon_D$ for the ground state is $65$, $836$ and $6.8\times10^4$ along this series. The program tests that $f$ and the error of D fall and that the error of C rises with $\beta$. These trends go in the direction of the second-order results, the bound that falls with $\omega_{10}$ for D and the $1/f$ scale for C, but $\eta=0.5$ lies beyond second order: the error of C grows by factors $2.0$ and $2.8$ where $1/f$ grows by $2.2$ and $5.7$. At the shallow end model D already errs by almost $4\%$ of $\omega$. In the harmonic limit $f=1$ and $\omega_{21}=\omega_{10}$. The ground-state errors vanish at order $\lambda^2$ in both gauges, since $x_{n0}=0$ for $n\ge2$; the errors of $|1,0\rangle$ are equal on resonance, since $(\omega_{21}/\omega)^2=1$; and for $|1,N\rangle$ with $N\ge1$ the denominator $\omega_{21}-\omega$ vanishes, so no two-level model applies in either gauge.

The factor $(\omega_{nk}/\omega)^2$ also works the other way. For a mode above the discarded levels that carry the oscillator strength it is smaller than 1, and the Coulomb projection has the smaller error in the ground energy. For $\beta=3$ and $\omega=3\omega_{30}=7.1723\,e_0$, diagonalization gives a ground-state ratio $\varepsilon_C/\varepsilon_D=0.116$ at order $\lambda^2$, in agreement with the formulas to the tested $0.2\%$. Level 3 alone would give $1/9=0.111$, and level 5, with $(5.18214/7.1723)^2=0.52$, raises the weighted mean slightly. Such a mode is far from resonance with the doublet, and the result refers to the ground energy only. It shows that the advantage of the dipole gauge belongs to the regime in which the field is slow compared with the discarded matter transitions, where the vector potential is nearly static and its effect nearly cancels.

## Values computed for the example and the checks

```
beta = 3.0; minima at +-1.7321 l; barrier 2.2500 e0
w10 = 0.083875, w21 = 1.45992, w30 = 2.39077 e0
w21/w10 = 17.406, w30/w10 = 28.504
n=1: w_n0 = 0.08388 e0, |x_n0| = 1.492245 l, |p_n0| = 0.125162 hbar/l
n=3: w_n0 = 2.39077 e0, |x_n0| = 0.355536 l, |p_n0| = 0.850005 hbar/l
n=5: w_n0 = 5.18214 e0, |x_n0| = 0.045745 l, |p_n0| = 0.237056 hbar/l
n=7: w_n0 = 8.57732 e0, |x_n0| = 0.004506 l, |p_n0| = 0.038650 hbar/l
n=9: w_n0 = 12.45875 e0, |x_n0| = 0.000379 l, |p_n0| = 0.004720 hbar/l
|x21| = 0.64096 l, |p21| = 0.93576 hbar/l
<x^2>_00 = 2.35531, <x^2>_11 = 2.66131, x10^2 = 2.22679 l^2
f = 0.37355; TRK remainder n>=2: k=0 0.62645, k=1 1.37355
D/(eta^2 w) at w = w10: 2.6771
full HC vs full HD, eta=1, six levels: max difference 3.4e-13 w
ground-state weight outside P / eta^2, gauge C: 5.3900e-02 (formula 5.3902e-02)
ground-state weight outside P / eta^2, gauge D: 6.5509e-05 (formula 6.5451e-05)
second-order errors at w = w10, unit eta^2 w, order C, D, R:
  |0,0>: 1.62128  0.001939  -0.055776
  |1,0>: 3.49218  0.010262  -0.184869
  |0,1>: 4.97940  0.005958  -0.051757
  |0,0> diagonalized: 1.62128  0.001939  -0.055776
  TRK limit of C: |0,0> 1.67705, |1,0> 3.67705
  ratio C/D |0,0>: 836.1; (w30/w)^2 = 812.5
  ratio C/D |1,0>: 340.3; (w21/w)^2 = 303.0
reversal: w = 3 w30 = 7.1723 e0, ground-state error ratio C/D = 0.1164
eta=0.3: D/w = 0.2409, w~/w = 1.4013, 4g~^2/(w~ w10) = 0.1833
eta=1.0: D/w = 2.6771, w~/w = 3.4217, 4g~^2/(w~ w10) = 0.3416
eta=1.5: D/w = 6.0234, w~/w = 5.0093, 4g~^2/(w~ w10) = 0.3587
lowest gap / w (exact, C, D, R) | max error of 3 excitations / w (C, D, R):
  eta=0.1: 0.90071 0.92647 0.90077 0.90011 | 0.08060 0.00017 0.00065
  eta=0.3: 0.70776 0.89541 0.70799 0.70284 | 0.63388 0.00126 0.00642
  eta=0.5: 0.52528 0.91243 0.52536 0.51327 | 1.27781 0.00277 0.01979
  eta=1.0: 0.15976 0.94737 0.15726 0.13777 | 3.00959 0.01022 0.02854
  eta=1.5: 0.01788 0.96351 0.01630 0.01188 | 4.91392 0.03180 0.05453
eta at 1% error: C 0.035, D 0.993, R 0.368
scan at w = w10: f, w21/w10, ratio C/D |0,0>, max error/w at eta=0.5 (C, D, R):
  beta=2.0: 0.8117 3.42 64.58 0.64443 0.03729 0.07467
  beta=3.0: 0.3735 17.41 836.1 1.27781 0.00277 0.01979
  beta=4.0: 0.0660 220.40 6.788e+04 3.54238 0.00011 0.00212
```
